# The Tight-Binding Vacancy as the Infinite-Repulsion Limit of One Site: a program that tests the result

```python
# Result under test: deleting one site of a tight-binding lattice (the limit of
# infinite repulsion U on that site) changes the density of states per spin by
#     drho(E) = -(1/pi) Im d/dE ln G00(E + i0),   integral of drho = -1,
# where G00(z) = <0|(z - H)^-1|0> belongs to the perfect lattice.
# Count of states gained below E: dN(E) = -(arg G00(E + i0) + pi)/pi.
# Example: fcc lattice, one s orbital per site, nearest-neighbour hopping -t,
# site energy 0, one electron per atom. Internal energy unit: t.
import itertools
from math import comb
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.optimize import brentq

t_eV = 0.55
temperature = 378.0
kT = k_boltzmann * temperature / e_charge / t_eV


def lattice_green(z, n):
    """G00 and dG00/dz of the fcc band; the kz average is done analytically."""
    c = np.cos((np.arange(n) + 0.5) * np.pi / n)
    a = complex(z) + 4 * c[:, None] * c[None, :]
    b = 4 * (c[:, None] + c[None, :])
    r = 1 / (np.sqrt(a - b) * np.sqrt(a + b))
    return r.mean(), -(a * r**3).mean()


def states_below(energy, n=1000):
    """Host states per site and spin below a real energy, by direct counting."""
    c = np.cos((np.arange(n) + 0.5) * np.pi / n)
    a = energy + 4 * c[:, None] * c[None, :]
    b = np.maximum(np.abs(4 * (c[:, None] + c[None, :])), 1e-13)
    return np.mean(np.arccos(np.clip(-a / b, -1, 1))) / np.pi


def vacancy_count(g):
    return -(np.angle(g) + np.pi) / np.pi


# --- Random finite cluster: deleted site and finite repulsion ---------------
rng = np.random.default_rng(3)
size = 40
h = rng.normal(size=(size, size))
h = (h + h.T) / 2
levels, vectors = np.linalg.eigh(h)
weight0 = vectors[0]**2
levels_deleted = np.linalg.eigvalsh(h[1:, 1:])


def cluster_g(z):
    return np.sum(weight0 / (z - levels))


z0, dz = 0.3 + 0.5j, 1e-4
trace_change = np.sum(1 / (z0 - levels_deleted)) - np.sum(1 / (z0 - levels))
log_slope = np.log(cluster_g(z0 + dz) / cluster_g(z0 - dz)) / (2 * dz)
assert abs(trace_change - log_slope) < 1e-5
assert max(abs(cluster_g(x)) for x in levels_deleted) < 1e-6
level_errors = []
for u in (7.0, 1e3, 1e4):
    hu = h.copy()
    hu[0, 0] += u
    levels_u = np.linalg.eigvalsh(hu)
    change_u = np.sum(1 / (z0 - levels_u)) - np.sum(1 / (z0 - levels))
    ratio = (1 - u * cluster_g(z0 + dz)) / (1 - u * cluster_g(z0 - dz))
    assert abs(change_u - np.log(ratio) / (2 * dz)) < 1e-5
    level_errors.append(np.sum(np.abs(levels_u[:-1] - levels_deleted)))
assert abs(level_errors[1] / level_errors[2] - 10) < 0.5

# --- Infinite lattice: integral of the change along Im z = 1 ----------------
# The integral along a line above the real axis keeps the total weight.
points, scale, u_test = 800, 12.0, 20.0
theta = -np.pi / 2 + (np.arange(points) + 0.5) * np.pi / points
integral_vacancy = integral_finite_u = 0.0
for th in theta:
    g, dg = lattice_green(scale * np.tan(th) + 1j, 64)
    step = scale / np.cos(th)**2 * np.pi / points
    integral_vacancy -= (dg / g).imag / np.pi * step
    integral_finite_u -= (-u_test * dg / (1 - u_test * g)).imag / np.pi * step
assert abs(integral_vacancy + 1) < 1e-5
assert abs(integral_finite_u) < 1e-5

# --- Fermi level and Green function on the real axis ------------------------
fermi = brentq(lambda x: states_below(x) - 0.5, -2, 3.5, xtol=1e-7)
ladder = np.array([lattice_green(fermi + 0.04j * j, 1500) for j in range(1, 7)])


def to_real_axis(m):
    w = np.array([(-1)**(j + 1) * comb(m, j) for j in range(1, m + 1)])
    return w @ ladder[:m]


g_f, dg_f = to_real_axis(6)
assert abs(g_f - to_real_axis(5)[0]) < 1e-4
rho_host = -g_f.imag / np.pi
rho_counted = (states_below(fermi + 0.05) - states_below(fermi - 0.05)) / 0.1
assert abs(rho_host / rho_counted - 1) < 0.01
dn_f = vacancy_count(g_f)
drho_f = -(dg_f / g_f).imag / np.pi


# --- Temperature: Matsubara sums, with the 1/frequency^2 tail added ---------
def thermal_counts(mu, terms=600):
    host, change = 0.5, -0.5
    for j in range(terms):
        w = (2 * j + 1) * np.pi * kT
        g, dg = lattice_green(mu + 1j * w, int(56 / w) + 12)
        host += 2 * kT * g.real
        change += 2 * kT * (dg / g).real
    tail = mu / (np.pi * 2 * np.pi * kT * terms)
    return host + tail, change - tail


host_T, change_T = thermal_counts(fermi)
assert abs(change_T - dn_f) < 3e-3
slope_T = (thermal_counts(fermi + 0.1)[1] - thermal_counts(fermi - 0.1)[1]) / 0.2
assert abs(slope_T - drho_f) < 3e-3
mu_shift = (0.5 - host_T) / rho_host
thermal_effect = 2 * (change_T + drho_f * mu_shift - dn_f)

# --- Finite repulsion in the lattice ----------------------------------------
u_list_eV = [10.0, 100.0, 1000.0, 10000.0]
dn_u = [-np.angle(1 - u / t_eV * g_f) / np.pi for u in u_list_eV]
u_big = u_list_eV[2] / t_eV
predicted_gap = (1 / g_f).imag / (np.pi * u_big)
assert abs((dn_u[2] - dn_f) / predicted_gap - 1) < 0.03
u_level = 100.0 / t_eV
split_level = brentq(lambda x: 1 - u_level * lattice_green(x, 64)[0].real,
                     0.5 * u_level, 2 * u_level, xtol=1e-10)
split_estimate = u_level + 12 / u_level
assert abs(split_level - split_estimate) < 0.1 * 12 / u_level


# --- Atoms next to the vacancy ----------------------------------------------
def neighbour_dos(z, g):
    g10 = -(z * g - 1) / 12
    return -(g - g10**2 / g).imag / np.pi


rho_nn = neighbour_dos(fermi, g_f)
excess = 2 * dn_f + 1
shell_shift = excess / (2 * 12 * rho_nn)

# --- fcc supercells with a missing atom, periodic/antiperiodic average ------
cells = 5
m = 2 * cells
sites = np.array([s for s in itertools.product(range(m), repeat=3)
                  if sum(s) % 2 == 0])
index = -np.ones((m, m, m), dtype=int)
index[tuple(sites.T)] = np.arange(len(sites))
offsets = np.array([o for o in itertools.product((-1, 0, 1), repeat=3)
                    if np.abs(o).sum() == 2])
shell = index[tuple((offsets % m).T)]
unrelaxed = np.zeros((len(sites), 3))
relaxed = unrelaxed.copy()
inward = 0.02
relaxed[shell] = -inward * offsets


def supercell(signs, shift):
    """Hopping scales as the inverse square of the bond length."""
    out = np.zeros((len(sites), len(sites)))
    rows = np.arange(len(sites))
    for o in offsets:
        q = sites + o
        j = index[tuple((q % m).T)]
        phase = np.prod(np.where((q // m) % 2 != 0, signs, 1), axis=1)
        bond = o + shift[j] - shift
        out[rows, j] += -2 / np.sum(bond**2, axis=1) * phase
    return out


small_v = 0.01
spectra = []
for signs in itertools.product((1, -1), repeat=3):
    full = supercell(np.array(signs), unrelaxed)
    vac = full[1:, 1:].copy()
    shifted = vac.copy()
    shifted[shell - 1, shell - 1] += small_v
    rel = supercell(np.array(signs), relaxed)[1:, 1:]
    spectra.append([np.linalg.eigvalsh(x) for x in (full, vac, shifted, rel)])


def smooth_count(which, energy, eta):
    return np.mean([np.sum(0.5 + np.arctan((energy - s[which]) / eta) / np.pi)
                    for s in spectra])


for energy in (-6.0, fermi):
    z = energy + 2j
    g, dg = lattice_green(z, 200)
    counted = smooth_count(1, energy, 2.0) - smooth_count(0, energy, 2.0)
    assert abs(counted - vacancy_count(g)) < 3e-3
    traced = np.mean([np.sum(1 / (z - s[1])) - np.sum(1 / (z - s[0]))
                      for s in spectra])
    assert abs(traced - dg / g) < 6e-3
response = smooth_count(2, fermi, 2.0) - smooth_count(1, fermi, 2.0)
g2 = lattice_green(fermi + 2j, 200)[0]
assert abs(response / (-12 * small_v * neighbour_dos(fermi + 2j, g2)) - 1) < 0.03
eta_relax = 1.0
relax_effect = 2 * (smooth_count(3, fermi, eta_relax)
                    - smooth_count(1, fermi, eta_relax))

# --- Band shape: second-neighbour hopping, full three-dimensional k sum -----
nk, eta_band, t2 = 120, 0.4, 0.1
angle = (np.arange(nk) + 0.5) * np.pi / nk
c1, c2 = np.cos(angle), np.cos(2 * angle)
cx, cy, cz = c1[:, None, None], c1[None, :, None], c1[None, None, :]
first = -4 * (cx * cy + cy * cz + cz * cx)
second = -2 * (c2[:, None, None] + c2[None, :, None] + c2[None, None, :])
shape_counts = []
for hop2 in (0.0, t2, -t2):
    band = first + hop2 * second
    level = np.median(band)
    g3 = np.mean(1 / (level + 1j * eta_band - band))
    shape_counts.append(2 * vacancy_count(g3))
    if hop2 == 0.0:
        assert abs(level - fermi) < 0.02
        assert abs(g3 - lattice_green(level + 1j * eta_band, 400)[0]) < 1e-3

# --- Printed numbers ---------------------------------------------------------
print(f"hopping t = {t_eV:.2f} eV")
print(f"band bottom = {-12 * t_eV:.2f} eV, band top = {4 * t_eV:.2f} eV")
print(f"Fermi level (site energy = 0) = {fermi * t_eV:.3f} eV")
print(f"occupied width = {(fermi + 12) * t_eV:.2f} eV")
print(f"Re G00(E_F) = {g_f.real / t_eV:.4f} 1/eV")
print(f"Im G00(E_F) = {g_f.imag / t_eV:.4f} 1/eV")
print(f"arg G00(E_F) = {np.angle(g_f):.4f} rad")
print(f"host DOS at E_F = {rho_host / t_eV:.4f} states/(eV atom spin)")
print(f"DOS change at E_F = {drho_f / t_eV:.4f} states/(eV spin)")
print(f"count change below E_F = {dn_f:.4f} states per spin")
print(f"count change below E_F = {2 * dn_f:.4f} electrons, both spins")
print(f"integral of DOS change, vacancy = {integral_vacancy:.6f} per spin")
print(f"integral for finite U = {u_test * t_eV:.1f} eV: "
      f"{abs(integral_finite_u):.6f} per spin (magnitude)")
for u, value in zip(u_list_eV, dn_u):
    print(f"U = {u:.0f} eV: count change below E_F = {value:.5f} per spin")
print(f"split-off level at U = 100 eV: {split_level * t_eV:.4f} eV")
print(f"estimate U + 12 t^2/U = {split_estimate * t_eV:.4f} eV")
print("Neglected effects:")
print(f"excess electrons of bare vacancy = {excess:.4f}")
print(f"neighbour DOS at E_F = {rho_nn / t_eV:.4f} states/(eV atom spin)")
print(f"neighbour shift for neutrality = {shell_shift * t_eV:.4f} eV")
print(f"temperature = {temperature:.0f} K, kT = {kT * t_eV:.4f} eV")
print(f"thermal change of count = {thermal_effect:.5f} electrons")
print(f"relaxation {100 * inward:.0f} % inward: change of count = "
      f"{relax_effect:.4f} electrons")
print(f"  (smoothing {eta_relax * t_eV:.2f} eV)")
print(f"count with t2 = 0: {shape_counts[0]:.4f} electrons")
print(f"count with t2 = +{t2:.1f} t: {shape_counts[1]:.4f} electrons")
print(f"count with t2 = -{t2:.1f} t: {shape_counts[2]:.4f} electrons")
print(f"  (smoothing {eta_band * t_eV:.2f} eV)")
print("OK")
```

Output:

```
hopping t = 0.55 eV
band bottom = -6.60 eV, band top = 2.20 eV
Fermi level (site energy = 0) = 0.505 eV
occupied width = 7.10 eV
Re G00(E_F) = -0.1427 1/eV
Im G00(E_F) = -0.7454 1/eV
arg G00(E_F) = -1.7600 rad
host DOS at E_F = 0.2373 states/(eV atom spin)
DOS change at E_F = -0.1248 states/(eV spin)
count change below E_F = -0.4398 states per spin
count change below E_F = -0.8796 electrons, both spins
integral of DOS change, vacancy = -1.000000 per spin
integral for finite U = 11.0 eV: 0.000000 per spin (magnitude)
U = 10 eV: count change below E_F = -0.39980 per spin
U = 100 eV: count change below E_F = -0.43568 per spin
U = 1000 eV: count change below E_F = -0.43938 per spin
U = 10000 eV: count change below E_F = -0.43975 per spin
split-off level at U = 100 eV: 100.0355 eV
estimate U + 12 t^2/U = 100.0363 eV
Neglected effects:
excess electrons of bare vacancy = 0.1204
neighbour DOS at E_F = 0.2453 states/(eV atom spin)
neighbour shift for neutrality = 0.0205 eV
temperature = 378 K, kT = 0.0326 eV
thermal change of count = 0.00028 electrons
relaxation 2 % inward: change of count = 0.0295 electrons
  (smoothing 0.55 eV)
count with t2 = 0: -0.8898 electrons
count with t2 = +0.1 t: -0.8558 electrons
count with t2 = -0.1 t: -0.9163 electrons
  (smoothing 0.22 eV)
OK
```
